# Continuity of Hydrogenic Donor Absorption through the Ionization Threshold

## What dimensions and symmetry fix

Consider an isolated neutral donor whose electron moves in one isotropic parabolic band of mass $m^*$ and is attracted by the potential energy $-e^2/(4\pi\varepsilon_0\varepsilon r)$. The constants $\hbar$, $m^*$ and $e^2/(4\pi\varepsilon_0\varepsilon)$ form one length and one energy,

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*e^2},\qquad \mathrm{Ha}^*=\frac{\hbar^2}{m^*a^{*2}}=2\,\mathrm{Ry}^* .$$

An oscillator strength is a pure number, so its density per unit energy must have the form $S(E/\mathrm{Ha}^*)/\mathrm{Ha}^*$. If the density has a threshold value, that value is a pure number divided by $\mathrm{Ha}^*$. Rotational symmetry adds that dipole absorption from the 1s state reaches p states alone.

Dimensions do not show that the lines below threshold and the continuum above it lead to the same number. The individual line strengths $f_n$ tend to zero, so the quantity to compare is strength per unit energy. With the local spacing

$$\Delta_n=\tfrac12(E_{n+1}-E_{n-1}),$$

the claim is

$$\lim_{n\to\infty}\frac{f_n}{\Delta_n}=\lim_{E\to0^+}\frac{df}{dE}=\frac{2^8}{3e^4}\,\frac1{\mathrm{Ha}^*},$$

where $e$ on the right is the base of natural logarithms.

## Common ground

From here on $a^*$ and $\mathrm{Ha}^*$ are the units. Energy $E$ is measured from the band edge, and $E_n=-1/(2n^2)$. For light polarized along $z$, $f=2\omega|\langle p|z|1s\rangle|^2$, where $\omega=\tfrac12+E$ is the transition energy. The other two p states do not contribute. Write each wave function as $u(r)/r$ times a spherical harmonic. The angular integral of $\cos\theta$ is $1/\sqrt3$, hence

$$f=\frac{2\omega}{3}\left|\int_0^\infty u_{1s}\,r\,u_p\,dr\right|^2,\qquad u_{1s}=2re^{-r}. \tag{1}$$

In the continuum $u_p$ is normalized to $\delta(E-E')$, and (1) then gives $df/dE$.

Both derivations use the p-wave solution $\phi_E$ that starts as $r^2$ at the origin:

$$\phi''=\left(\frac2{r^2}-\frac2r-2E\right)\phi. \tag{2}$$

Its starting condition does not depend on $E$. Inserting $\phi=r^2\sum_j c_jr^j$ gives $j(j+3)c_j=-2c_{j-1}-2Ec_{j-2}$, so every coefficient is a polynomial in $E$. At fixed $r$, $\phi_E$ therefore passes smoothly through $E=0$. A jump could enter only through the normalization.

## First derivation: closed forms

**Dipole integral.** Put $\kappa^2=-2E$, so that $\kappa=1/n$ for a level and $\kappa=ik$ in the continuum. With $\phi=r^2e^{-\kappa r}w$, equation (2) becomes

$$rw''+(4-2\kappa r)w'+(2-4\kappa)w=0 .$$

In the variable $z=2\kappa r$, after division by $2\kappa$, this is Kummer's equation $zw_{zz}+(4-z)w_z-aw=0$ with $a=2-1/\kappa$. Thus $\phi=r^2e^{-\kappa r}M(a,4,2\kappa r)$.

Integrating the series for $M$ term by term, with $(4)_j=(j+3)!/6$, gives

$$J(s)=\int_0^\infty e^{-sr}r^3M(a,4,2\kappa r)\,dr=\frac6{s^4}\sum_j\frac{(a)_j}{j!}\left(\frac{2\kappa}s\right)^j=6s^{a-4}(s-2\kappa)^{-a}.$$

The sum converges for large $s$; analytic continuation extends the result to $s=1+\kappa$, where the integral still converges. The dipole integral contains $r^4$, which one derivative supplies:

$$I(E)=\int_0^\infty 2r^2e^{-r}\phi_E\,dr=-2J'(s)=2J\left[\frac{4-a}{s}+\frac a{s-2\kappa}\right]_{s=1+\kappa}.$$

Here $4-a=(2\kappa+1)/\kappa$ and $a=(2\kappa-1)/\kappa$. The bracket is

$$\frac{(2\kappa+1)(1-\kappa)+(2\kappa-1)(1+\kappa)}{\kappa(1-\kappa^2)}=\frac{2\kappa}{\kappa(1-\kappa^2)}=\frac2{1-\kappa^2},$$

and $J=6(1-\kappa^2)^{-2}\left[(1-\kappa)/(1+\kappa)\right]^{1/\kappa}$. Since $\ln[(1-\kappa)/(1+\kappa)]=-2\,\mathrm{artanh}\,\kappa$,

$$I(E)=\frac{24}{(1-\kappa^2)^3}\exp\left(-\frac{2\,\mathrm{artanh}\,\kappa}{\kappa}\right). \tag{3}$$

This is even in $\kappa$, hence a smooth function of $E$ at threshold, where $I(0)=24e^{-2}$.

**Normalization of the levels.** Let $\phi_{,E}=\partial\phi/\partial E$. Differentiating (2) gives $\phi_{,E}''=(2/r^2-2/r-2E)\phi_{,E}-2\phi$, and therefore

$$(\phi'\phi_{,E}-\phi\phi_{,E}')'=2\phi^2. \tag{4}$$

The bracket vanishes at the origin. At large $r$, write $E=-1/(2\nu^2)$. At large $z$ the growing part of $M(a,4,z)$ is $6e^zz^{a-4}/\Gamma(a)$, so for general $\nu$ the growing part of $\phi$ is $De^{r/\nu}r^{-\nu}$, with

$$D=\frac{6(2/\nu)^{-2-\nu}}{\Gamma(2-\nu)} .$$

At $\nu=n$ this part vanishes and the highest power of the polynomial $M$ leaves $\phi\to Ge^{-r/n}r^n$, with

$$G=(-1)^n\frac{6(2/n)^{n-2}}{(n+1)!}.$$

Near $\nu=n$, $1/\Gamma(2-\nu)\approx-(-1)^n(n-2)!\,(\nu-n)$, and $d\nu/dE=\nu^3$. Hence

$$\frac{dD}{dE}=-6(-1)^n(n-2)!\,n^3\left(\frac2n\right)^{-2-n}.$$

The bracket in (4) tends to $-(2/n)G\,dD/dE$, so

$$\int_0^\infty\phi^2dr=-\frac Gn\frac{dD}{dE}=36n^2\left(\frac n2\right)^4\frac{(n-2)!}{(n+1)!}=\frac{9n^5}{4(n^2-1)}. \tag{5}$$

The factor $n^3$ that governs this norm at large $n$ entered as $d\nu/dE$, the number of levels per unit energy.

**Normalization of the continuum.** A function with amplitude $N$ at infinity has overlap $N^2(\pi/2)\delta(k-k')$, and $\delta(k-k')=k\,\delta(E-E')$. Energy normalization thus needs $N^2=2/(\pi k)$. The logarithmic Coulomb phase does not alter this, because its derivative with respect to $k$ grows as $\ln r$, more slowly than $r$.

For $\kappa=ik$, $a=2+i/k$. The large-$r$ form of $M$ makes $\phi$ a sum of two complex conjugate waves, with total amplitude

$$B_\infty=2\cdot\frac{6}{|\Gamma(2+i/k)|}\frac{e^{-\pi/2k}}{4k^2}=\frac{3e^{-\pi/2k}}{k^2|\Gamma(2+i/k)|}.$$

The exponential is the modulus of $(2ikr)^{i/k}$. Using $|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y$ with $y=1/k$, the squared factor that normalizes $\phi$ is

$$A_E^2=\frac{2}{\pi kB_\infty^2}=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}}. \tag{6}$$

**Result.** Insert (3), (5) and (6) in (1), with $2\omega=1-\kappa^2$. The constants combine as $\tfrac13\cdot\tfrac49\cdot24^2=2^8/3$:

$$n^3f_n=\frac{2^8}{3}\left(1-\frac1{n^2}\right)^{-4}e^{-4n\,\mathrm{artanh}(1/n)}, \tag{7}$$

$$\frac{df}{dE}=\frac{2^8}{3}\,\frac{e^{-4\arctan(k)/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})}. \tag{8}$$

Apart from the last factor in (8), both are the same analytic function of $E$, because $\mathrm{artanh}(ik)/(ik)=\arctan(k)/k$. The last factor differs from one by a term of order $e^{-2\pi/k}$. That term and each of its energy derivatives vanish as $k\to0$, since the exponential overcomes any power of $1/k$. So the value and every one-sided derivative match. To first order, $(1+2E)^{-4}\approx1-8E$ and the exponential supplies $e^{-4}(1+8E/3)$, giving

$$S(E)=C\left(1-\tfrac{16}3E+\dots\right),\qquad C=\frac{2^8}{3e^4}=1.5629. \tag{9}$$

**Choice of spacing.** The centred spacing is

$$\Delta_n=\frac14\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]=\frac n{(n^2-1)^2}.$$

Thus $f_n/\Delta_n=n^3f_n(1-1/n^2)^2$. Equation (9) at $E_n$ gives $n^3f_n\approx C[1+8/(3n^2)]$, and the product is

$$\frac{f_n}{\Delta_n}=C\left[1+\frac2{3n^2}+\dots\right]. \tag{10}$$

The forward spacing $E_{n+1}-E_n\approx n^{-3}[1-3/(2n)]$ has the same limit, but its ratio approaches as $C[1+3/(2n)]$. At $n=80$ the computed coefficients are 0.667 for the centred spacing and 1.537 for the forward one; the latter still contains a correction of order $1/n$.

## Second derivation: amplitude and orbital period

This route needs the zero-energy solution and semiclassical motion at large radius, but no bound-state polynomials.

**Amplitude near threshold.** At $E=0$ the series recurrence gives

$$\phi_0=r^2\sum_j\frac{6(-2r)^j}{j!(j+3)!}=\frac3{\sqrt2}\sqrt r\,J_3(\sqrt{8r}).$$

For large argument, $J_3(x)$ has amplitude $\sqrt{2/(\pi x)}$. With the local momentum $p=\sqrt{2/r}$, this becomes

$$\phi_0\to\frac{B}{\sqrt p}\sin\theta(r),\qquad \theta'=p,\qquad B^2=\frac9{2\pi}. \tag{11}$$

Now choose a radius $r_m$, let $E\to0$ with $r_m$ fixed, and afterwards let $r_m\to\infty$. Inside $r_m$, $\phi_E$ tends to $\phi_0$. Outside it, the semiclassical form applies with $p=\sqrt{2/r+2E}$, because $|p'|/p^2$ is of order $r_m^{-1/2}$ or smaller until the outer turning point of a level is near. The same $B$ therefore serves on both sides of threshold.

**Levels.** Over most of the orbit $\sin^2\theta$ averages to one half. With $r=2n^2s$,

$$\int\phi^2dr\approx\frac{B^2}2\int_0^{2n^2}\frac{dr}{\sqrt{2/r-1/n^2}}=B^2n^3\int_0^1\sqrt{\frac s{1-s}}\,ds=\frac{\pi B^2n^3}2. \tag{12}$$

The turning-point region has width of order $n^{4/3}$ and contributes order $n^{8/3}$, which is negligible beside $n^3$. The integral over $1/p$ is half the classical period. A slow electron spends most of its time far out, and the probability near the donor falls as the period grows.

**Continuum.** Energy normalization requires the squared amplitude $2/(\pi p)$, so $A_E^2\to2/(\pi B^2)$. From (12), a normalized level has $A_n^2\to2/(\pi B^2n^3)$. Dividing by the spacing $n^{-3}$ leaves the same number, $2/(\pi B^2)=4/9$. This equality is the continuity.

**Threshold value.** The dipole integral follows from the series for $\phi_0$:

$$I(0)=12\sum_j\frac{(-2)^j(j+4)}{j!}=12(4-2)e^{-2}=24e^{-2}.$$

The limit may be taken under the integral: making all terms on the right of (2) positive bounds the growth of $\phi_E$ by a power of $r$ times $e^{\sqrt{8r}+\sqrt{2|E|}\,r}$, which $e^{-r}$ suppresses for small $|E|$. Since $2\omega=1$ at threshold, $S(0)=\tfrac13\cdot\tfrac49(24e^{-2})^2=2^8/(3e^4)$, as before.

**A second initial state.** Replace $u_{1s}$ by $2\beta^{3/2}re^{-\beta r}$ with binding energy $\beta^2/2$. The same sum gives $I=12\beta^{-7/2}(4-2/\beta)e^{-2/\beta}$, and

$$S_\beta(0)=\frac{2^8}{3\beta^5}\left(2-\frac1\beta\right)^2e^{-4/\beta}. \tag{13}$$

The height changes, but the normalization argument, and with it the continuity, does not.

## What each derivation assumes

The first derivation assumes a Coulomb potential at every radius and a hydrogenic 1s state. In return it gives each line, the whole continuum, the slopes and the rate of approach.

The second assumes a localized initial state, a separable radial equation and a Coulomb tail. It gives the leading limit without the corrections. A short-range central core would change $\phi_0$, $B$ and the level positions, but the leading period and spacing would still cancel. An exponentially screened potential lies outside both derivations: it has finitely many bound levels, so $n\to\infty$ cannot be taken.

Both fail level by level for anisotropic masses. The kinetic energy then couples different angular momenta at all distances, and there is no single p series with one radial equation.

## Worked example: a silicon-like donor

Take the rough values $m^*=0.30\,m_e$ and $\varepsilon=11.7$. They give $\mathrm{Ry}^*=0.0298$ eV, $\mathrm{Ha}^*=0.0596$ eV and $a^*=20.6$ Å. The threshold density is

$$\frac{1.5629}{0.05963\ \mathrm{eV}}=26.2\ \mathrm{eV}^{-1}.$$

For $n=10$, $f_n=1.6054\times10^{-3}$ and $\Delta_n=6.0846\times10^{-5}$ eV, so the ratio is 26.38 eV$^{-1}$. This is 0.67% above the limit, as (10) predicts. For other levels, as the energy approaches threshold from below, the ratio falls towards the limit:

| $n$ | $f_n/\Delta_n$ (eV$^{-1}$) |
|---|---|
| 3 | 28.30 |
| 5 | 26.93 |
| 20 | 26.25 |
| 80 | 26.21 |

Above threshold, direct integration of (2) gives 24.86 eV$^{-1}$ at 0.000596 eV and 23.60 eV$^{-1}$ at 0.001193 eV. Extrapolation to threshold gives 26.208 eV$^{-1}$ from the lines and 26.210 eV$^{-1}$ from the continuum. The scaled slopes are $-8.336$ for $n^3f_n$ and $-8.343$ for the continuum, against $-16C/3=-8.336$. The tabulated ratio $f_n/\Delta_n$ has the same limit but, by (10), the smaller slope $-4C/3$. The total strengths, 0.565 in the lines and 0.435 in the continuum, add to one, as the oscillator-strength sum rule requires.

With a Gaussian linewidth of 0.0001 eV (full width at half maximum), the spacing exceeds the width up to $n=8$. The folded density is 26.68, 26.21 and 25.75 eV$^{-1}$ at $-0.0002$, 0 and $+0.0002$ eV from threshold. It follows the slope in (9), with no step.

The cross section follows from the golden rule. In SI units, a field of amplitude $F$ couples through $eFz/2$, and the intensity is $\tfrac12n_r\varepsilon_0cF^2$, where $n_r$ is the refractive index. Absorbed power divided by intensity gives

$$\sigma=\frac{\pi\omega e^2}{n_r\varepsilon_0c}\frac{d|z|^2}{dE}=\frac{2\pi^2\alpha}{n_r}\frac{\hbar^2}{m^*}\frac{df}{dE},$$

where $\omega$ is now the angular frequency, $d|z|^2/dE$ the squared matrix element per unit energy and $\alpha\approx1/137$. The field at the donor is taken equal to the macroscopic field. With $\hbar^2/m^*=\mathrm{Ha}^*a^{*2}=25.4$ eV Å$^2$ and $n_r=3.42$, $\sigma=28$ Å$^2=2.8\times10^{-15}$ cm$^2$ at threshold. For $10^{14}$ neutral donors per cm$^3$ the absorption coefficient is 0.28 cm$^{-1}$.

## Beside real silicon

The model leaves out large effects. With rough silicon masses of 0.19 and 0.92 $m_e$, a one-valley variational calculation replaces the 2p binding of 0.0075 eV by 0.0109 eV for 2p$_0$ and 0.0061 eV for 2p$_\pm$, so even the first line splits. Phosphorus binds its electron by roughly 0.045 eV, which moves the threshold up by about 0.015 eV. Equation (13) cannot size the effect on the threshold density. With $\beta=1.229$ it gives 27.7 eV$^{-1}$, a rise of 6%, but the contracted envelope is not an eigenstate of a short-range core with the donor's Coulomb tail, so the answer depends on the operator used. Taking the matrix element of momentum instead of position removes the factor $(2-1/\beta)^2$ from (13) and gives 19.7 eV$^{-1}$, a fall of 25%. Even the sign of the change therefore needs a proper ground state. With an attractive exponential core of range 1 to 4 Å added to the Coulomb potential and tuned to this binding, the two operators agree and give 19 to 20 eV$^{-1}$, a fall of roughly a quarter. Mixing between the six valleys is also omitted.

The environment limits the resolved series too. At $10^{14}$ donors per cm$^3$ the spacing, taken as the inverse cube root of the density, is about 2150 Å, and the orbit diameter, taken as twice the mean radius, stays below it up to $n=5$. The nearest neighbour of a randomly placed donor is on average closer than this. For a rough $10^{13}$ charged centres per cm$^3$, a single charge at the inverse cube root of the density gives a stray field of 5.7 V/cm. Treated as uniform, that field would lower the threshold by 0.0005 eV and leave levels up to $n=7$ below the barrier. This is only an order of magnitude, because the saddle then lies as far out as the charge itself. For a point charge at distance $R$, the lowering relative to the shifted levels is $3e^2/(4\pi\varepsilon_0\varepsilon R)=0.0008$ eV if it is positive (levels up to $n=6$) and $e^2/(4\pi\varepsilon_0\varepsilon R)=0.0003$ eV if it is negative (up to $n=10$). Charges placed at random and without correlation typically give a field several times larger, so fewer levels survive; where ionized donors pair with nearby acceptors, as compensation favours at low temperature, the field is weaker than that. Even the smallest of these shifts exceeds the assumed linewidth, and the folded values include no stray field. At 10 K, with the model binding of 0.0298 eV, the thermally ionized fraction is below $10^{-6}$ without compensation; the deeper binding of phosphorus makes it smaller still. If the assumed charged centres come from compensation by acceptors, neutrality makes half of them ionized donors. That is a twentieth of all donors, and the absorption coefficient falls in proportion. The limit $n\to\infty$ thus belongs to the isolated donor. Within the isotropic model the ratio with the centred spacing is within 3% of it at $n=5$, while $n^3f_n$, which the broadened spectrum follows, is still 11% above it there. The remaining computed values are in the numerical output.

## Computed results

```
Rough donor mass: 0.30 m_e; relative permittivity: 11.7
Effective Rydberg (ionization threshold): 0.02982 eV
Effective hartree: 0.05963 eV
Effective Bohr radius: 20.64 angstrom
Threshold density, scaled: 1.562935 per effective hartree
Threshold density: 26.2084 per eV
Threshold dipole integral of phi: 3.248047 (effective a.u.)
Strength of 1s-2p line: 0.416197 (dimensionless)
n=3: f=7.9102e-02, spacing=2.7954e-03 eV, f/spacing=28.2972 per eV
n=5: f=1.3938e-02, spacing=5.1766e-04 eV, f/spacing=26.9255 per eV
n=10: f=1.6054e-03, spacing=6.0846e-05 eV, f/spacing=26.3842 per eV
n=20: f=1.9668e-04, spacing=7.4918e-06 eV, f/spacing=26.2522 per eV
n=40: f=2.4462e-05, spacing=9.3296e-07 eV, f/spacing=26.2193 per eV
n=80: f=3.0539e-06, spacing=1.1651e-07 eV, f/spacing=26.2111 per eV
Continuum at 0.000596 eV above threshold: 24.8593 per eV
Continuum at 0.001193 eV above threshold: 23.6008 per eV
Continuum at 0.001789 eV above threshold: 22.4266 per eV
Continuum at 0.002385 eV above threshold: 21.3288 per eV
Continuum at 0.007454 eV above threshold: 14.3585 per eV
Continuum at 0.029817 eV above threshold: 3.8720 per eV
Continuum at 0.119270 eV above threshold: 0.2614 per eV
Limit from lines: 26.2084 per eV
Limit from continuum: 26.2098 per eV
Scaled slope from lines: -8.336 per effective hartree^2
Scaled slope from continuum: -8.343 per effective hartree^2
Centred-spacing coefficient of 1/n^2 at n=80: 0.6667
Forward-spacing coefficient of 1/n at n=80: 1.5371
Bound share: 0.565004; continuum share: 0.434996
Rough linewidth (FWHM): 0.00010 eV
Folded density at -0.00020 eV from threshold: 26.6817 per eV
Folded density at +0.00000 eV from threshold: 26.2087 per eV
Folded density at +0.00020 eV from threshold: 25.7454 per eV
Refractive index used: 3.421
Threshold cross section: 28.03 angstrom^2 = 2.803e-15 cm^2
Rough donor density: 1.0e+14 per cm3
Threshold absorption coefficient: 0.280 per cm
Rough silicon masses: transverse 0.19, longitudinal 0.92 m_e
Anisotropic variational 1s binding: 0.02961 eV
Anisotropic variational 2p0 binding: 0.01089 eV
Anisotropic variational 2p+- binding: 0.00606 eV
Isotropic 2p binding: 0.00745 eV
Rough central-cell binding: 0.045 eV; envelope decay: 1.229 per effective Bohr radius
Threshold density with contracted envelope: 27.7228 per eV
Mean donor distance: 2154 angstrom; last n with orbit diameter below it: 5
Rough charged-centre density: 1.0e+13 per cm3; stray field: 5.71 V/cm
Field lowering of threshold: 0.000530 eV; last n below barrier: 7
Last n with spacing above linewidth: 8
Temperature: 10 K; thermal energy: 0.000862 eV
Thermally ionized donor fraction: 8.85e-07
```
